\section*{Particle–Poisson iteration for flux balance in a charged insulating trench}

\section{Why an insulating trench charges}
When a plasma etches a trench in a dielectric, ions fall almost straight to the bottom, while electrons arrive over a wide range of angles and are partly shaded by the walls. Each part of the surface therefore collects a different net charge. That charge bends later trajectories and changes both fluxes. The steady state is a surface charge for which ions and electrons arrive equally often everywhere, in the field made by that charge itself.

The model is an infinitely long trench, periodic in the lateral coordinate $x$, in a perfect insulator. Every impact sticks. There are no collisions, secondary electrons, photoemission, surface conduction, breakdown or space charge. A plane above the trench, at zero potential, emits singly charged ions with flux $\Gamma_i^0$ and electrons with flux $R\Gamma_i^0$. A grounded plane lies below the dielectric.

On surface element $j$, charge conservation reads
\begin{equation}
\frac{d\sigma_j}{dt}=e(\Gamma_{i,j}-\Gamma_{e,j}).
\end{equation}
Flight is taken to be much shorter than charging, so each batch of particles moves in a frozen field. A finite sample cannot prove that the right side vanishes. It can show that any remaining difference is compatible with counting noise.

\section{Poisson step}
Let $\lambda_j=h\sigma_j$ be the charge per unit trench length at surface node $j$, with square grid cells of side $h$. The element of a node extends half a cell along the surface on either side, so a corner element wraps around its edge. Integrating $-\nabla\cdot(\epsilon_0\epsilon_r\nabla\phi)=\rho$ over the cell centred on node $p$ gives a sum over its four faces. Each face has length $h$ and separates nodes a distance $h$ apart, so $h$ cancels:
\begin{equation}
\sum_q \bar\epsilon_{pq}(\phi_p-\phi_q)=\lambda_p/\epsilon_0. \label{eq:poisson}
\end{equation}
Here $\bar\epsilon_{pq}$ is the mean relative permittivity of the two grid cells beside the link $pq$. Inverting this linear system and keeping the surface nodes gives $V=G\lambda/\epsilon_0$. A wanted potential change $\delta V$ therefore requires
\begin{equation}
\delta\lambda=\epsilon_0G^{-1}\delta V. \label{eq:charge}
\end{equation}

The permittivity does not change the set of balanced potentials. Suppose two vacuum fields have the same surface potential and the same source plane. Their difference $u$ obeys $\nabla^2u=0$ and vanishes on these boundaries; the periodic sides cancel. Hence
\begin{equation}
\int|\nabla u|^2\,dA=\oint u\,\partial_nu\,ds-\int u\nabla^2u\,dA=0,
\end{equation}
so $u=0$. Equal vacuum fields give equal trajectories and fluxes. The permittivity does change the stored charge and the time needed to collect it.

\section{Particle step}
For charge sign $s=\pm1$, Newton's law is $m\ddot{\mathbf r}=-se\nabla\phi$. With $\tau=t\sqrt{e/m}$ and $\mathbf u=d\mathbf r/d\tau$,
\begin{equation}
\frac{d\mathbf u}{d\tau}=-s\nabla\phi,\qquad K=\tfrac12u^2,
\end{equation}
where $K$ is the kinetic energy in eV. Mass has disappeared: in a static field, the starting point, direction, energy and charge sign fix the path. Motion along the trench feels no force and is dropped.

Velocity Verlet advances a particle with acceleration $\mathbf a$ by
\begin{align}
\mathbf r'&=\mathbf r+\mathbf u\,\Delta\tau+\tfrac12\mathbf a\,\Delta\tau^2,\\
\mathbf u'&=\mathbf u+\tfrac12(\mathbf a+\mathbf a')\Delta\tau.
\end{align}
The potential is interpolated bilinearly in each cell. The time step shrinks with speed and acceleration, so that a step covers about a quarter of a cell at most.

Particles crossing a plane are weighted by normal velocity. Since $u_n\,du_n=dE_n$, a Maxwellian of temperature $T_e$ (in eV) gives the normal-energy density $e^{-E_n/T_e}/T_e$. The transverse velocity is Gaussian with variance $T_e$. Ions have uniformly distributed normal energy and transverse variance $T_i$.

\section{Two limits that fix signs and factors}
On a flat surface at $V<0$, an electron arrives if $E_n>-V$. Thus
\begin{equation}
\Gamma_e=R\Gamma_i^0\int_{-V}^{\infty}\frac{e^{-E/T_e}}{T_e}\,dE
=R\Gamma_i^0e^{V/T_e}.
\end{equation}
Setting this equal to $\Gamma_i^0$ gives $V=-T_e\ln R$. The source ratio must exceed one for this negative solution.

Next take a field-free trench of width $w$ and depth $d$ with isotropic electrons at its mouth. The flux through angle $\theta$ is proportional to $\cos\theta\,d\theta=d(\sin\theta)$, so $\sin\theta$ is uniform on $(-1,1)$. A bottom point at distance $x$ from one wall sees the fraction
\begin{equation}
\frac12\left[\frac{x}{\sqrt{x^2+d^2}}+
\frac{w-x}{\sqrt{(w-x)^2+d^2}}\right].
\end{equation}
The two terms have equal averages over the bottom, hence
\begin{equation}
F=\frac1w\int_0^w\frac{x\,dx}{\sqrt{x^2+d^2}}
=\sqrt{1+(d/w)^2}-\frac dw.
\end{equation}
This tends to one for a shallow trench and to $w/(2d)$ for a deep one.

\section{Balance update and its stability}
Let $n_i,n_e$ be the hits on an element and $r=(n_i-n_e)/(n_i+n_e)$, with $r=0$ if there are no hits. The update is
\begin{equation}
\delta V=g\,\mathrm{clip}(Ur,-T_e,T_e),\quad
U=T_e+\tfrac12\max(V,0), \label{eq:update}
\end{equation}
followed by Eq.~\eqref{eq:charge}. Excess ions raise $V$, which attracts electrons and repels ions. The step is not physical time, but it vanishes at the same balance.

The scale $U$ is a cautious choice, not a derived one. A local estimate with the ion flux held fixed shows how it damps errors. Near balance, $dr=-d\Gamma_e/(2\Gamma_e)$. For $V<0$, the Boltzmann law gives $dr/dV=-1/(2T_e)$, so one update multiplies a small error by $1-g/2$. If electron collection at $V>0$ grows as $\sqrt{1+V/T_e}$, then $dr/dV=-1/[4(T_e+V)]$ and the factor is $1-gU/[4(T_e+V)]$. This growth law is a heuristic, not a property of every trench element.

Elements also influence one another. For an unclipped linear error vector, $e_{k+1}=(I-gA)e_k+g\xi_k$, where $A=-\mathrm{diag}(U)\,\partial r/\partial V$ and $\xi_k$ is counting noise. Stability requires every eigenvalue $\alpha$ of $A$ to satisfy $|1-g\alpha|<1$. For one real mode, rearrangement gives $g\alpha e_k=e_k-e_{k+1}+g\xi_k$. Summing over $K$ updates telescopes:
\begin{equation}
\bar e=\frac{e_0-e_K}{Kg\alpha}+\frac1{K\alpha}\sum_{k=0}^{K-1}\xi_k.
\end{equation}
Averaging suppresses noise, but a weak response $\alpha$ both preserves memory of the start and magnifies noise.

\section{Acceptance and pseudocode}
The averaged charge is frozen and new particles are launched. With $N_i$ ions and $N_e$ electrons emitted, each hit count is binomial, and
\begin{equation}
X^2=\sum_j\frac{(n_{i,j}-n_{e,j})^2}
{n_{i,j}(1-n_{i,j}/N_i)+n_{e,j}(1-n_{e,j}/N_e)}.
\end{equation}
At balance each term has expectation near one if counts are not small. A true mean difference $\mu_j$ adds about $\mu_j^2$ divided by its variance. Correlations between elements do not alter this expectation, although they make the chi-squared distribution an approximation.

\begin{verbatim}
build and invert Poisson matrix; choose V
repeat:
  compute field from surface charge
  launch ions and electrons; count hits
  add counts of mirror-image elements
  compute delta V; add eps0*G^(-1)*delta V
  after the initial phase, average charge
  at intervals: freeze average, launch new
    particles, stop if X2 < M + sqrt(2*M)
launch a final independent sample and judge
\end{verbatim}

Here $M$ is the number of elements. A dense inversion costs $O(N_g^3)$ once for $N_g$ grid unknowns, and each field evaluation costs $O(N_gM)$. Trajectories cost $O(N_pN_t)$ per update for $N_p$ particles and $N_t$ steps. A sparse factorization suits larger grids.

\section{Worked example}
The trench is 300 nm wide and 200 nm deep, with a 600 nm period and 50 nm cells. The source is 400 nm above the land, and the grounded plane is 300 nm below the trench bottom. The round parameters are $T_e=4$ eV, $T_i=2$ eV, $R=2$, ion normal energy 20--60 eV and $\epsilon_r=2.5$.

The flat limit gives $V=-4\ln2=-2.77$ V. The shading formula gives $F=\sqrt{1+(2/3)^2}-2/3=0.535$. With a uniform retarding field above a field-free trench at this potential, the bottom should receive $(300/600)(0.535)/2=0.134$ of all emitted electrons. Tracing 30\,000 electrons also gives 0.134.

Two runs started with every surface element at 0 V or at 20 V. Each used 50 updates with $g=1$ and 800 ions, then 25 with $g=0.5$ and 1500 ions; electrons were twice as numerous. The last 20 charge distributions were averaged. With 6000 fresh ions, the runs gave $X^2=18.9$ and 24.1, below the stopping value $20+\sqrt{40}=26.3$. Their potentials differed by 0.72 V rms, and their mean was taken as the result.

The final sample had 10\,000 ions and 20\,000 electrons. It gave $X^2=14.0$ for 20 elements, against a 99.9\% chi-squared limit of 45.3. The same statistic was 5112 for uncharged surfaces and 537 after lowering every surface potential by 1.5 V. The left half of the surface, from the middle of the land to the middle of the bottom, is listed below; $z$ is height above the bottom.

\begin{center}
\begin{tabular}{rrrrr}
$x$/nm & $z$/nm & $V$/V & ions & electrons\\
0&200&$-2.9$&814&819\\
50&200&$-2.8$&781&838\\
100&200&$-2.6$&837&874\\
150&200&$-4.0$&436&454\\
150&150&$-9.3$&90&81\\
150&100&5.8&108&119\\
150&50&$-8.6$&108&91\\
150&0&44.5&223&209\\
200&0&11.7&708&699\\
250&0&5.0&758&746\\
300&0&3.0&765&761
\end{tabular}
\end{center}

At the bottom centre the counting error of the difference is about $\sqrt{765+761}=39$, or 5\% of either flux. On the upper wall it is $\sqrt{90+81}=13$, or about 15\%. These percentages state the counting resolution of the balance on this grid; they do not include the error of the grid itself.

The uncharged bottom centre received 824 ions and 969 electrons, so it would first charge negatively. Suppose, however, that land and trench have reached the flat floating potential. If the source field that enters the mouth is neglected, the mean electron flux to the bottom is $RF e^{V/T_e}\Gamma_i^0=0.535\Gamma_i^0$. The nearly vertical ions then exceed it, and the bottom rises above the land.

The wall potential alternates in sign from one element to the next, and the bottom corner stands at 44.5 V. Half the difference between the two runs is at most 0.9 V at any listed element, so counting noise does not account for this pattern. It varies on the scale of one cell and cannot be taken as a resolved continuum profile. A possible cause is the steering of grazing ions between neighbouring elements; this is a conjecture. The table is a balance of the 50 nm grid, not a converged result. If its potentials, interpolated linearly along the surface, are imposed on a 12.5 nm field grid, $X^2$ over the same 20 elements rises to about 440, and electrons exceed ions on the bottom elements by 13 to 48\%. A relaxation on 25 nm cells, which had not yet met the stopping test, kept the land between about $-2.4$ and $-2.9$ V and the bottom above it. It moved the bottom centre to about 2.3 V and the element at $x=200$ nm to about 8 V. The wall potential alternated again on the new cell size, reaching about $\pm20$ V near the corner, so the pattern follows the grid. Only the land potential and the rise of the bottom above the land are robust.

The bottom centre has positive potential but charge density $-2.9$ mC\,m$^{-2}$. Equation~\eqref{eq:poisson} explains the sign: charge follows potential differences to neighbouring nodes, not the potential itself. The two lateral links contribute $2(1.75)(2.96-5.04)=-7.3$ V to $\lambda/\epsilon_0=-16.3$ V; the vertical links supply the rest. At the same surface potentials, $\epsilon_r=4$ changes the density to $-4.5$ mC\,m$^{-2}$, while the vacuum potential changes by less than $10^{-13}$ V. For $\epsilon_r=2.5$, a one-species flux of $10^{19}$ m$^{-2}$s$^{-1}$ would deliver this magnitude of charge in 1.8 ms. This is a local time scale, not the charging time of the trench. The sign of this charge survives refinement, but its size does not: it is about $-2.2$ mC\,m$^{-2}$ after relaxation on 25 nm cells, and $-1.8$ mC\,m$^{-2}$ on the 50 nm grid if the corner is lowered to 11.7 V.

\section{A second route to the fluxes}
Liouville's theorem says that phase-space density $f$ is constant along a path. Launch time-reversed particles from the surface at angle $\alpha$ to its normal, and let $\chi=1$ if they reach the source and zero otherwise. Because $d^2u=u\,du\,d\alpha=dK\,d\alpha$,
\begin{equation}
\Gamma=\int\!\!\int\chi f\sqrt{2K}\cos\alpha\,dK\,d\alpha.
\end{equation}
For electrons $f=Ce^{-(K-V)/T_e}$. At the source, $V=0$ and
\begin{equation}
R\Gamma_i^0=2C\int_0^\infty\sqrt{2K}e^{-K/T_e}dK
=C\sqrt{2\pi}\,T_e^{3/2},
\end{equation}
which fixes $C$. For ions $f=\Gamma_i^0p(E_n)g(u_x)$, with $p$ the normal-energy density and $g$ the transverse Gaussian, both evaluated where the reversed path meets the source.

Quasi-random integration used 16\,384 ion paths and 8192 electron paths per region. Averaged over the three central bottom elements, the ion flux was $0.904\Gamma_i^0$, against $0.922\pm0.019$ from forward counts; the electron values were 0.899 and $0.900\pm0.019$. For electrons on the three inner elements of the left wall they were 0.128 and $0.116\pm0.007$. The quoted errors are forward counting errors.

Both routes share the same integrator, so they do not expose all of its errors. The rms energy error was 0.68 eV, or 17\% of $T_e$. At the tabulated potentials, one sample of 10\,000 ions gave $X^2$ near 22 both with the quarter-cell step and with a step five times smaller, so the time step matters less here than the grid.

\section{Failure modes and real dielectrics}
Depth weakens one feedback. The lowest lateral mode that vanishes on both walls is $\sin(\pi x/w)$, and Laplace's equation makes it decay as $e^{-\pi z/w}$. On the 50 nm grid, with all other surfaces at zero, one volt on the bottom gives 0.170 V at the mouth centre for 200 nm depth and 0.0029 V for 600 nm. On a 12.5 nm grid the values are 0.170 V and 0.0026 V, whose ratio 0.0154 is close to $e^{-4\pi/3}=0.0152$. In a 600 nm deep trench with $T_i=1$ eV, path steps of 0.3 cell and at most 95 updates, runs started at 0 and 20 V still differed by more than 4 V rms. Slow relaxation is a plausible cause, but several balanced states have not been excluded. An element reached by neither species would also keep its initial charge.

For low-permittivity interlayer films, $\epsilon_r=2.5$ and an electron temperature of a few eV are reasonable, but this trench is wide and shallow beside fine interconnect features. The ion energies are low for dielectric etching, where hundreds of eV are common. A transverse temperature of 2 eV also spreads 40 eV ions by about $9^\circ$ rms, so the numbers here illustrate the method and do not predict a particular process. The source plane is artificial too: a 2.8 V drop over 400 nm is $7\times10^6$ V\,m$^{-1}$, far above a rough sheath field of $10^5$ V\,m$^{-1}$. The largest difference between neighbouring elements, 53 V over 50 nm, means $1.1\times10^9$ V\,m$^{-1}$. If breakdown limited the field to a rough $3\times10^8$ V\,m$^{-1}$, that difference could not exceed 15 V. The no-breakdown assumption therefore fails on both sides of the corner as computed (53 V and 33 V) and is marginal on the wall, where neighbouring elements differ by 14 to 15 V.

Plasma photons add another current. If $y$ photoelectrons escape per incident ion from a flat negative surface, balance becomes $1+y=Re^{V/T_e}$, so
\begin{equation}
V=-T_e\ln R+T_e\ln(1+y),\qquad 1+y<R.
\end{equation}
For $y=0.1$ and $T_e=4$ eV the shift is $+0.4$ V. Inside a trench, emitted electrons can land elsewhere and must be traced as a further source. Photoconduction instead moves charge through the dielectric, so local equality of incoming ion and electron fluxes is then no longer the steady condition.
